# Crossover from Thermal Escape to Oxygen Tunnelling at a 10 THz Barrier: a numerical check

```python
"""
Result under test: escape over a barrier whose top is an inverted parabola of
ordinary frequency nu_b leaves the Arrhenius law at
    T0 = hbar*omega_b/(2*pi*k_B) = h*nu_b/(2*pi*k_B),  omega_b = 2*pi*nu_b,
for weak damping and a barrier that softens below its top.

Symbols: V0 barrier height, P(E) transmission probability,
b = hbar*omega_b/(k_B*T), so that b = 2*pi*T0/T,
kappa = b * integral of P(E)*exp(-b*(E-V0)) dE, the flux relative to classical.
Model barrier: V(x) = V0/cosh(x/L)**2.
Reduced units in the numerical work: hbar = mass = omega_b = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid

# ---------- inputs ----------
nu_b = 10e12                   # Hz, barrier-top frequency
barrier_eV = 0.5               # eV
mass_u = 16.0                  # atomic mass units
attempt = 10e12                # Hz, attempt frequency in the well

omega_b = 2 * np.pi * nu_b
quantum_eV = const.hbar * omega_b / const.e
T0 = const.hbar * omega_b / (2 * np.pi * const.k)
V0 = barrier_eV / quantum_eV   # height in units of hbar*omega_b
L = np.sqrt(2 * V0)            # reduced length giving unit curvature at the top
L_angstrom = 1e10 * np.sqrt(2 * barrier_eV * const.e
                            / (mass_u * const.atomic_mass)) / omega_b


def barrier(x):
    return V0 / np.cosh(x / L) ** 2


# The model barrier must have the stated curvature at its top.
d = 1e-2
curvature = (barrier(d) - 2 * barrier(0.0) + barrier(-d)) / d**2
assert abs(curvature + 1) < 1e-4


# ---------- transmission from the Schroedinger equation (Numerov) ----------
def transmission(energies):
    step = 0.01
    count = int(round(20 * L / step))
    x = (np.arange(count + 1) - count / 2) * step
    v = barrier(x)
    k = np.sqrt(2 * energies)

    def weight(i):
        return 1 + step**2 * 2 * (energies - v[i]) / 12

    right = np.exp(1j * k * x[-1])
    here = np.exp(1j * k * x[-2])
    w_right, w_here = weight(count), weight(count - 1)
    for i in range(count - 2, -1, -1):
        w_left = weight(i)
        left = ((12 - 10 * w_here) * here - w_right * right) / w_left
        right, here = here, left
        w_right, w_here = w_here, w_left
    # here = psi(x[0]), right = psi(x[1]); extract the incoming amplitude
    incoming = (here * np.exp(-1j * k * x[1]) - right * np.exp(-1j * k * x[0])
                ) / (2j * np.sin(k * (x[0] - x[1])))
    return 1 / np.abs(incoming) ** 2


dE = 0.02
n_below = int((V0 - 0.6) / dE)
offset = np.arange(-n_below, 601) * dE      # E - V0, includes the top itself
E = V0 + offset
P = transmission(E)


def parabola_P(e):
    return 1 / (1 + np.exp(-2 * np.pi * e))


near_top = np.abs(offset) <= 0.5
P_error = np.max(np.abs(P[near_top] - parabola_P(offset[near_top])))
assert P_error < 0.02     # anharmonic corrections are of order 1/V0


def flux(t):
    """Integrand of kappa at T = t*T0, with the numerical transmission."""
    b = 2 * np.pi / t
    return b * P * np.exp(-b * offset)


def kappa_numeric(t):
    return trapezoid(flux(t), E)


def kappa_parabola(t):
    half = np.pi / t
    return half / np.sin(half)


# Closed form against direct quadrature for the endless parabola.
for t in (300 / T0, 2.0, 1.3):
    b = 2 * np.pi / t
    above = quad(lambda e: b * np.exp(-b * e)
                 / (1 + np.exp(-2 * np.pi * e)), 0, np.inf)[0]
    below = quad(lambda e: b * np.exp((b - 2 * np.pi) * e)
                 / (1 + np.exp(-2 * np.pi * e)), 0, np.inf)[0]
    assert abs((above + below) / kappa_parabola(t) - 1) < 1e-6
    if t == 2.0:
        assert abs(below / (above + below) - 0.5) < 1e-8

# Closed form against the finite barrier (corrections of order 1/V0).
t_room = 300 / T0
assert abs(kappa_numeric(t_room) / kappa_parabola(t_room) - 1) < 0.02
assert abs(kappa_numeric(2.0) / kappa_parabola(2.0) - 1) < 0.04


def share_below(t):
    f = flux(t)
    return trapezoid(f[:n_below + 1], E[:n_below + 1]) / trapezoid(f, E)


assert abs(share_below(2.0) - 0.5) < 0.02


# ---------- action, period and dominant energy below T0 ----------
def inverted_period(potential, turning):
    """Full period in the inverted potential between -turning and turning."""
    level = potential(turning)

    def integrand(angle):
        x = turning * np.sin(angle)
        return turning * np.cos(angle) / np.sqrt(2 * (potential(x) - level))
    return 4 * quad(integrand, 0, np.pi / 2 - 1e-5)[0]


for fraction in (0.25, 0.64, 0.9):
    level = fraction * V0
    turn = L * np.arccosh(1 / np.sqrt(fraction))
    action = 4 * quad(lambda x: np.sqrt(max(0.0, 2 * (barrier(x) - level))),
                      0, turn)[0]
    assert abs(action / (4 * np.pi * V0 * (1 - np.sqrt(fraction))) - 1) < 1e-5
    period = inverted_period(barrier, turn)
    assert abs(period / (2 * np.pi / np.sqrt(fraction)) - 1) < 1e-4


# A top that falls away faster than its parabola has a shorter period.
def steep(x):
    return V0 - 0.5 * x**2 - 0.05 * x**4


steep_ratio = inverted_period(steep, 1.0) / (2 * np.pi)
assert steep_ratio < 0.99


def peak_energy(t):
    return E[np.argmax(flux(t))]


for t in (0.5, 0.7):
    assert abs(peak_energy(t) - V0 * t**2) < 0.05
assert abs(peak_energy(2.0) - V0) < 0.1


def log_kappa_tunnel(t):
    """Steepest descent about the dominant energy, valid below T0."""
    gain = 2 * np.pi * V0 * (1 / t - (2 - t))
    second = np.pi * np.sqrt(V0) / (V0 * t**2) ** 1.5
    return gain + np.log(2 * np.pi / t * np.sqrt(2 * np.pi / second))


for t in (0.5, 0.7):
    assert abs(np.log(kappa_numeric(t)) - log_kappa_tunnel(t)) < 0.1


# ---------- friction: saddle coupled to explicit oscillators ----------
def unstable_frequency(gamma, cutoff=200.0, modes=1200):
    dw = cutoff / modes
    w = (np.arange(modes) + 0.5) * dw
    coupling = np.sqrt(2 * gamma * dw / np.pi) * w
    hessian = np.diag(np.concatenate(([-1 + np.sum(coupling**2 / w**2)], w**2)))
    hessian[0, 1:] = hessian[1:, 0] = -coupling
    return np.sqrt(-np.linalg.eigvalsh(hessian)[0])


def friction_factor(gamma):
    return np.sqrt(1 + gamma**2 / 4) - gamma / 2


for gamma in (0.3, 1.0):   # finite cutoff limits the agreement
    assert abs(unstable_frequency(gamma) / friction_factor(gamma) - 1) < 5e-3

# ---------- worked numbers ----------
arrhenius_exponent = barrier_eV * const.e / (const.k * T0)
rate_T0 = attempt * kappa_numeric(1.0) * np.exp(-arrhenius_exponent)
barrier_1Hz = const.k * T0 / const.e * np.log(attempt / 1.0)

print(f"barrier-top frequency nu_b: {nu_b/1e12:.1f} THz")
print(f"angular frequency omega_b: {omega_b:.4e} rad/s")
print(f"energy quantum hbar*omega_b: {1e3*quantum_eV:.2f} meV")
print(f"crossover temperature T0: {T0:.2f} K")
print(f"thermal energy k_B*T0: {1e3*const.k*T0/const.e:.3f} meV")
print(f"equal-share temperature 2*T0: {2*T0:.1f} K")
print(f"slip, 2*pi left out (h*nu_b/k_B): {const.h*nu_b/const.k:.1f} K")
print(f"slip, 1e13 read as rad/s: {T0/(2*np.pi):.2f} K")
print(f"barrier height V0: {barrier_eV:.2f} eV")
print(f"moving mass: {mass_u:.1f} u")
print(f"attempt frequency: {attempt/1e12:.1f} THz")
print(f"V0/(hbar*omega_b): {V0:.3f} (no unit)")
print(f"barrier length L: {L_angstrom:.3f} angstrom")
print(f"largest error of parabolic P near top: {P_error:.4f} (no unit)")
print(f"kappa at 300 K, parabola: {kappa_parabola(t_room):.3f} (no unit)")
print(f"kappa at 300 K, full barrier: {kappa_numeric(t_room):.3f} (no unit)")
print(f"kappa at 2*T0, parabola: {kappa_parabola(2.0):.3f} (no unit)")
print(f"kappa at 2*T0, full barrier: {kappa_numeric(2.0):.3f} (no unit)")
print(f"kappa at T0, full barrier: {kappa_numeric(1.0):.1f} (no unit)")
for t in (t_room, 2.0, 1.0, 0.7, 0.5):
    print(f"T = {t*T0:.1f} K: flux share below top {share_below(t):.3f}, "
          f"dominant energy {peak_energy(t)*quantum_eV:.3f} eV")
print(f"Arrhenius exponent V0/(k_B*T0): {arrhenius_exponent:.2f} (no unit)")
print(f"Arrhenius exponent at T0/2: {2*arrhenius_exponent:.2f} (no unit)")
print(f"tunnelling exponent at T0/2: {1.5*arrhenius_exponent:.2f} (no unit)")
print(f"ln(kappa) at T0/2, full barrier: {np.log(kappa_numeric(0.5)):.2f}")
print(f"ln(kappa) at T0/2, steepest descent: {log_kappa_tunnel(0.5):.2f}")
print(f"escape rate at T0: {rate_T0:.2e} 1/s")
print(f"barrier for 1 Arrhenius escape/s at T0: {barrier_1Hz:.3f} eV")
print(f"friction factor for gamma = omega_b: {friction_factor(1.0):.3f}")
print(f"T0 for gamma = omega_b: {T0*friction_factor(1.0):.1f} K")
print(f"steep barrier, period/(2*pi/omega_b): {steep_ratio:.3f} (no unit)")
print("finished without a failed check")
```

It prints:

```
barrier-top frequency nu_b: 10.0 THz
angular frequency omega_b: 6.2832e+13 rad/s
energy quantum hbar*omega_b: 41.36 meV
crossover temperature T0: 76.38 K
thermal energy k_B*T0: 6.582 meV
equal-share temperature 2*T0: 152.8 K
slip, 2*pi left out (h*nu_b/k_B): 479.9 K
slip, 1e13 read as rad/s: 12.16 K
barrier height V0: 0.50 eV
moving mass: 16.0 u
attempt frequency: 10.0 THz
V0/(hbar*omega_b): 12.090 (no unit)
barrier length L: 0.391 angstrom
largest error of parabolic P near top: 0.0081 (no unit)
kappa at 300 K, parabola: 1.115 (no unit)
kappa at 300 K, full barrier: 1.120 (no unit)
kappa at 2*T0, parabola: 1.571 (no unit)
kappa at 2*T0, full barrier: 1.571 (no unit)
kappa at T0, full barrier: 14.9 (no unit)
T = 300.0 K: flux share below top 0.226, dominant energy 0.507 eV
T = 152.8 K: flux share below top 0.498, dominant energy 0.500 eV
T = 76.4 K: flux share below top 0.953, dominant energy 0.476 eV
T = 53.5 K: flux share below top 1.000, dominant energy 0.245 eV
T = 38.2 K: flux share below top 1.000, dominant energy 0.125 eV
Arrhenius exponent V0/(k_B*T0): 75.96 (no unit)
Arrhenius exponent at T0/2: 151.93 (no unit)
tunnelling exponent at T0/2: 113.95 (no unit)
ln(kappa) at T0/2, full barrier: 41.10
ln(kappa) at T0/2, steepest descent: 41.07
escape rate at T0: 1.52e-19 1/s
barrier for 1 Arrhenius escape/s at T0: 0.197 eV
friction factor for gamma = omega_b: 0.618
T0 for gamma = omega_b: 47.2 K
steep barrier, period/(2*pi/omega_b): 0.933 (no unit)
finished without a failed check
```
